**Landau–Zener reversal of a spin-10 molecular magnet**

The program evaluates P = 1 − exp(−x), with x = πΔ²/(2ħv) and v = 2Sgμ_B dB/dt. Here P is the probability of reversal in one sweep, Δ the full minimum gap of the lowest doublet, and v the rate at which the two diabatic energies separate. For S = 10, g = 2, Δ/k_B = 10⁻⁷ K and 0.1 T/s the output gives P = 7.65 × 10⁻⁴.

It asserts that the formula agrees with direct propagation of the two-level Schrödinger equation at four values of x, and with a five-level spin-2 model at x = 0.5. It also asserts that the contour-integral solution evolves correctly through the crossing, and that damped Bloch equations reproduce the strong-dephasing law and the unchanged leading term at small x. Diagonalization of a 21-level model with parameters like those of Fe₈ confirms the gap law near zero field. Of the corrections to P that the program sizes for this example, a rough 20 mT transverse stray field gives the largest, about −3 per cent along the hard axis and +5 per cent along the medium axis.

## Verification by program

```python
"""
Landau-Zener reversal of a spin-10 molecular magnet at its ground crossing.

Result under test: P = 1 - exp(-x), x = pi Delta^2 / (2 hbar v),
v = 2 S g mu_B dB/dt.
Delta : full minimum gap of the lowest doublet (off-diagonal element Delta/2)
v     : rate at which the two diabatic energies separate
P     : probability that the spin changes well in one sweep
Scaled dynamics use the time unit sqrt(hbar/v); then delta = Delta/sqrt(hbar v)
and x = pi delta^2 / 2.
Spin model: H = -D Sz^2 + E (Sx^2 - Sy^2) + g mu_B B.S, energies in kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

kB, hbar, qe = const.k, const.hbar, const.e
muB = const.physical_constants["Bohr magneton"][0]


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1, dtype=float)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return sx, sy, np.diag(m)


def propagate(h_static, h_swept, start, stop, rate, steps, psi):
    """Schroedinger evolution under h_static + s(t) h_swept, ds/dt = rate."""
    ds = (stop - start) / steps
    dt = ds / rate
    mid = start + ds * (np.arange(steps) + 0.5)
    energy, vec = np.linalg.eigh(h_static + mid[:, None, None] * h_swept)
    phase = np.exp(-1j * energy * dt)
    unitary = (vec * phase[:, None, :]) @ np.conj(np.swapaxes(vec, 1, 2))
    psi = np.array(psi, dtype=complex)
    for u in unitary:
        psi = u @ psi
    return psi


def stay_lowest(h_static, h_swept, limit, rate, steps):
    """Probability of ending in the lowest state after starting in it."""
    first = np.linalg.eigh(h_static - limit * h_swept)[1][:, 0]
    last = np.linalg.eigh(h_static + limit * h_swept)[1][:, 0]
    psi = propagate(h_static, h_swept, -limit, limit, rate, steps, first)
    return abs(np.vdot(last, psi)) ** 2


sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
sigma_z = np.diag([1.0, -1.0])

# ---------------- example: inputs and result ----------------
S, g = 10, 2.0
split_K, sweep = 1e-7, 0.1
Delta = split_K * kB
v = 2 * S * g * muB * sweep
x = np.pi * Delta**2 / (2 * hbar * v)
P = 1 - np.exp(-x)

# the same evaluation in atomic units, where mu_B = 1/2
au = const.physical_constants
gap_au = Delta / au["Hartree energy"][0]
sweep_au = (sweep / au["atomic unit of mag. flux density"][0]
            * au["atomic unit of time"][0])
v_au = 2 * S * g * 0.5 * sweep_au
P_au = 1 - np.exp(-np.pi * gap_au**2 / (2 * v_au))
assert abs(P_au / P - 1) < 1e-6
assert abs(P - 7.7e-4) < 0.1e-4

# ---------------- probability law against direct dynamics ----------------
dynamic = {}
for exponent in (x, 0.1, 0.5, 1.5):
    delta = np.sqrt(2 * exponent / np.pi)
    dynamic[exponent] = stay_lowest(delta / 2 * sigma_x, sigma_z / 2,
                                    40.0, 1.0, 16000)
    assert abs(dynamic[exponent] / (1 - np.exp(-exponent)) - 1) < 1e-3


# ---------------- contour-integral solution against dynamics ----------------
def contour_state(t, delta):
    """Two amplitudes from the contour integral, by Gauss quadrature."""
    nu = delta**2 / 4
    node, weight = np.polynomial.legendre.leggauss(400)
    r_in, r_out, angle = 0.3, 20.0, -np.pi / 4
    r = r_in + (r_out - r_in) * (node + 1) / 2
    log_ray = np.log(r) + 1j * angle
    # outgoing ray minus incoming ray: they differ by one turn of the phase
    w_ray = (weight * (r_out - r_in) / 2 * np.exp(1j * angle)
             * (np.exp(-2 * np.pi * nu) - 1))
    theta = angle + np.pi * (node + 1)
    log_arc = np.log(r_in) + 1j * theta
    w_arc = weight * np.pi * 1j * np.exp(log_arc)
    log_w = np.concatenate([log_ray, log_arc])
    wt = np.concatenate([w_ray, w_arc])
    w = np.exp(log_w)
    f = wt * np.exp(1j * w * t - 1j * w**2 / 2 + (-1 + 1j * nu) * log_w)
    c1, c1_dot = f.sum(), (1j * w * f).sum()
    c2 = 2j * c1_dot / delta * np.exp(-0.5j * t**2)
    return np.array([c1 * np.exp(-0.25j * t**2), c2 * np.exp(0.25j * t**2)])


delta_c = 0.8
before, after = contour_state(-6.0, delta_c), contour_state(6.0, delta_c)
moved = propagate(delta_c / 2 * sigma_x, sigma_z / 2, -6.0, 6.0, 1.0,
                  12000, before)
contour_error = np.linalg.norm(moved - after) / np.linalg.norm(before)
assert contour_error < 1e-5
# early state lies in one well, apart from the admixture delta/(2|t|)
assert abs(abs(before[1] / before[0]) / (delta_c / 12) - 1) < 0.05

# ---------------- reduction to two levels, tested with spin 2 ----------------
sx2, sy2, sz2 = spin_matrices(2)
h_spin2 = -sz2 @ sz2 + 0.1 * (sx2 @ sx2 - sy2 @ sy2).real
e2, u2 = np.linalg.eigh(h_spin2)
gap2 = e2[1] - e2[0]
sz_eff2 = abs(u2[:, 0] @ sz2 @ u2[:, 1])
rate2 = np.pi * gap2**2 / (2 * 0.5 * 2 * sz_eff2)   # chosen so that x = 0.5
P_spin2 = stay_lowest(h_spin2, sz2, 0.4, rate2, 30000)
assert abs(P_spin2 - (1 - np.exp(-0.5))) < 2e-3


# ---------------- dephasing: damped Bloch equations ----------------
def dephased_reversal(exponent, damping, limit=100.0, steps=40000):
    delta = np.sqrt(2 * exponent / np.pi)
    h = 2 * limit / steps
    mid = -limit + h * (np.arange(steps) + 0.5)
    a = np.zeros((steps, 3, 3))
    a[:, 0, 0] = a[:, 1, 1] = -damping
    a[:, 0, 1], a[:, 1, 0] = -mid, mid
    a[:, 1, 2], a[:, 2, 1] = -delta, delta
    one = np.eye(3)
    step = np.linalg.solve(one - h / 2 * a, one + h / 2 * a)
    bloch = np.array([0.0, 0.0, 1.0])
    for s in step:
        bloch = s @ bloch
    return (1 - bloch[2]) / 2


def finite_sweep(damping, limit=100.0):
    """Part of the Lorentzian line that lies inside the finite sweep."""
    return 2 / np.pi * np.arctan(limit / damping)


P_strong = dephased_reversal(0.5, 10.0)
P_strong_rule = (1 - np.exp(-2 * 0.5 * finite_sweep(10.0))) / 2
assert abs(P_strong - P_strong_rule) < 3e-3
assert abs(P_strong - (1 - np.exp(-0.5))) > 0.05   # coherent law fails here
ratio_small = dephased_reversal(x, 1.0) / (x * finite_sweep(1.0))
assert abs(ratio_small - 1) < 5e-3                 # small x: noise is harmless
P_dephased = (1 - np.exp(-2 * x)) / 2

# ---------------- full 21-level model ----------------
sx, sy, sz = spin_matrices(S)
D = 0.29
zeeman = g * muB / kB                               # kelvin per tesla
transverse = (sx @ sx - sy @ sy).real


def spin_h(E, bz=0.0):
    return -D * sz @ sz + E * transverse + zeeman * bz * sz


def block_levels(E, bz, first):
    """Levels with even m (first = 0) or odd m (first = 1)."""
    return np.linalg.eigvalsh(spin_h(E, bz)[first::2, first::2])


def ground_gap(E, bz=0.0):
    levels = block_levels(E, bz, 0)
    return levels[1] - levels[0]


E = brentq(lambda y: np.log(ground_gap(y) / split_K), 0.03, 0.095, xtol=1e-13)
assert abs(ground_gap(E) / split_K - 1) < 1e-5
even_vec = np.linalg.eigh(spin_h(E)[::2, ::2])[1]
S_eff = abs(even_vec[:, 0] @ sz[::2, ::2] @ even_vec[:, 1])
for b in (2e-9, 5e-9, 2e-8):
    hyperbola = np.hypot(split_K, 2 * S_eff * zeeman * b)
    assert abs(ground_gap(E, b) / hyperbola - 1) < 1e-4
P_mixed = 1 - np.exp(-x * S / S_eff)

# rough transverse stray field, along the hard (x) and medium (y) axes
stray = 0.02
P_stray = []
for axis in (sx, sy):
    lev = np.linalg.eigvalsh(spin_h(E) + zeeman * stray * axis)
    P_stray.append(1 - np.exp(-x * ((lev[1] - lev[0]) / split_K) ** 2))
assert P_stray[0] < P < P_stray[1]

# next doublet and thermal occupation
odd = block_levels(E, 0.0, 1)
gap_next = odd[0] - block_levels(E, 0.0, 0)[0]
split_next = odd[1] - odd[0]
x_next = x * (split_next / split_K) ** 2 * S / (S - 1)
P_next = 1 - np.exp(-x_next)
T_use = 0.1
thermal = np.exp(-gap_next / T_use) * P_next / P
T_one_percent = gap_next / np.log(P_next / (0.01 * P))
assert thermal < 1e-6 and T_one_percent > T_use

# next crossing: metastable even level meets the lowest odd level
B_next = brentq(lambda b: block_levels(E, b, 0)[1] - block_levels(E, b, 1)[0],
                0.05, 0.35)
t_cross = np.sqrt(hbar / v)

# ---------------- output ----------------
print("INPUTS")
print(f"spin S = {S}, g factor = {g:.1f}")
print(f"tunnel splitting Delta/kB = {split_K:.1e} K")
print(f"field sweep rate = {sweep:.2f} T/s")
print("RESULT")
print(f"tunnel splitting Delta = {Delta/qe:.4e} eV")
print(f"level separation rate v = {v/qe:.4e} eV/s")
print(f"Delta in atomic units = {gap_au:.4e} hartree")
print(f"v in atomic units = {v_au:.4e}")
print(f"exponent x = {x:.4e}")
print(f"reversal probability P = {P:.4e}")
print(f"P if Delta were the off-diagonal element = {1-np.exp(-4*x):.4e}")
print(f"crossing time sqrt(hbar/v) = {t_cross*1e6:.3f} microseconds")
print(f"field swept in that time = {sweep*t_cross*1e6:.4f} microtesla")
print(f"field at which bias equals Delta = {Delta/(2*S*g*muB)*1e9:.3f} nT")
print("TESTS: propagated probability, then formula")
for exponent, value in dynamic.items():
    print(f"x = {exponent:.4e}: {value:.6e}, {1-np.exp(-exponent):.6e}")
print(f"contour solution, relative error = {contour_error:.1e}")
print(f"spin-2 model, x = 0.5: {P_spin2:.5f}, {1-np.exp(-0.5):.5f}")
print(f"strong dephasing, x = 0.5: {P_strong:.5f}, {P_strong_rule:.5f}")
print(f"dephased P / leading term, example x = {ratio_small:.5f}")
print("FE8-LIKE MODEL AND NEGLECTED EFFECTS")
print(f"axial anisotropy D/kB = {D:.2f} K (rough)")
print(f"effective transverse anisotropy E/kB = {E:.5f} K (adjusted)")
print(f"Sz matrix element of the doublet = {S_eff:.4f}")
print(f"P with that matrix element = {P_mixed:.4e}")
print(f"P with full dephasing = {P_dephased:.4e}")
print(f"transverse stray field = {stray*1e3:.0f} mT (rough)")
print(f"P, stray field on hard axis = {P_stray[0]:.4e}")
print(f"P, stray field on medium axis = {P_stray[1]:.4e}")
print(f"sweep-rate change from reversed neighbours, order = {2*P:.1e}")
print(f"next doublet lies higher by {gap_next:.3f} K")
print(f"splitting of next doublet = {split_next:.3e} K")
print(f"reversal probability in next doublet = {P_next:.4f}")
print(f"temperature of use = {T_use:.2f} K")
print(f"thermal part relative to P = {thermal:.1e}")
print(f"temperature for a 1 percent thermal part = {T_one_percent:.3f} K")
print(f"next level crossing at = {B_next:.4f} T")
print("no test failed")
```

It prints:

```
INPUTS
spin S = 10, g factor = 2.0
tunnel splitting Delta/kB = 1.0e-07 K
field sweep rate = 0.10 T/s
RESULT
tunnel splitting Delta = 8.6173e-12 eV
level separation rate v = 2.3154e-04 eV/s
Delta in atomic units = 3.1668e-13 hartree
v in atomic units = 2.0582e-22
exponent x = 7.6539e-04
reversal probability P = 7.6510e-04
P if Delta were the off-diagonal element = 3.0569e-03
crossing time sqrt(hbar/v) = 1.686 microseconds
field swept in that time = 0.1686 microtesla
field at which bias equals Delta = 3.722 nT
TESTS: propagated probability, then formula
x = 7.6539e-04: 7.650911e-04, 7.650971e-04
x = 1.0000e-01: 9.516213e-02, 9.516258e-02
x = 5.0000e-01: 3.934720e-01, 3.934693e-01
x = 1.5000e+00: 7.768825e-01, 7.768698e-01
contour solution, relative error = 6.0e-08
spin-2 model, x = 0.5: 0.39349, 0.39347
strong dephasing, x = 0.5: 0.30417, 0.30401
dephased P / leading term, example x = 0.99936
FE8-LIKE MODEL AND NEGLECTED EFFECTS
axial anisotropy D/kB = 0.29 K (rough)
effective transverse anisotropy E/kB = 0.07876 K (adjusted)
Sz matrix element of the doublet = 9.9770
P with that matrix element = 7.6686e-04
P with full dephasing = 7.6480e-04
transverse stray field = 20 mT (rough)
P, stray field on hard axis = 7.4221e-04
P, stray field on medium axis = 8.0554e-04
sweep-rate change from reversed neighbours, order = 1.5e-03
next doublet lies higher by 5.275 K
splitting of next doublet = 1.131e-05 K
reversal probability in next doublet = 1.0000
temperature of use = 0.10 K
thermal part relative to P = 1.6e-20
temperature for a 1 percent thermal part = 0.448 K
next level crossing at = 0.2078 T
no test failed
```
